\section*{The Electron Has No Regulator-Independent Charge Radius in One-Loop QED}

\section{A slow electron receives a kick}

Suppose the electron had a definite charge radius $r$. A weak static potential transferring a small momentum $\mathbf Q$ would then scatter it elastically with amplitude multiplied by $1-Q^2r^2/6$, and with rate multiplied by $1-Q^2r^2/3$. A slow electron suffices to show what goes wrong.

Use $\hbar=c=1$, $e^2=4\pi\alpha$ and metric $(+,-,-,-)$. The electron has mass $m$, and its four-momentum changes from $p$ to $p'$, with $q=p'-p$ and $q^2\simeq-Q^2$. Give the photon a small mass $\lambda$, so that $\omega=\sqrt{k^2+\lambda^2}$. When a soft photon leaves the outgoing line, the extra propagator has denominator $(p'+k)^2-m^2\simeq2p'\!\cdot k$, and its numerator reduces to $2p'\!\cdot\varepsilon$. The incoming line gives the same with $p$ and opposite sign. The emission amplitude is thus $e\,\varepsilon\cdot J$ times the elastic one, with
\[
J^\mu=\frac{p'^\mu}{p'\!\cdot k}-\frac{p^\mu}{p\cdot k},\qquad k\cdot J=0 .
\]
Because $k\cdot J=0$, the polarization sum gives $-J^2$. At low speed $\mathbf J\simeq\Delta\mathbf v/\omega$ with $|\Delta\mathbf v|=Q/m$, and $J^0=\mathbf k\cdot\mathbf J/\omega$. Averaging over photon directions,
\[
-J^2\to\frac{Q^2}{m^2\omega^2}\left(1-\frac{k^2}{3\omega^2}\right).
\]
The probability of emission below energy $\Delta E\gg\lambda$ is therefore
\begin{align*}
B&=e^2\!\int\!\frac{d^3k}{(2\pi)^32\omega}(-J^2)
=\frac{\alpha Q^2}{\pi m^2}\int_0^{\Delta E}\!\frac{k^2dk}{\omega^3}\left(1-\frac{k^2}{3\omega^2}\right).
\end{align*}
With $k=\lambda\sinh t$ the two integrals are
\begin{align*}
\int\tanh^2t\,dt&=t-\tanh t\to\ln\frac{2\Delta E}{\lambda}-1,\\
\int\tanh^4t\,dt&=t-\tanh t-\tfrac13\tanh^3t\to\ln\frac{2\Delta E}{\lambda}-\frac43 .
\end{align*}
The first minus one third of the second gives
\begin{equation}
B=\frac{2\alpha Q^2}{3\pi m^2}\left[\ln\frac{2\Delta E}{\lambda}-\frac56\right]. \label{soft}
\end{equation}

For these soft modes the electron acts as a prescribed current, and the probabilities of emitting no photon and one photon add to one at first order in $\alpha$. These modes must therefore lower the elastic rate by $B$; virtual photons above $\Delta E$ add a further part that does not depend on $\lambda$. The coefficient of $-Q^2$ in the elastic rate, which should have been $r^2/3$, contains $\ln(1/\lambda)$ and grows without bound as $\lambda\to0$.

Take $Q=0.02\,m$ and $\Delta E=10^{-6}m$. Lowering $\lambda$ from $10^{-8}m$ to $10^{-10}m$ raises the emission probability from $2.766\times10^{-6}$ to $5.618\times10^{-6}$. The elastic correction, computed to order $Q^2$ from the loop below, moves from $-1.1410\times10^{-5}$ to $-1.4263\times10^{-5}$; terms of order $Q^4$ change the last digit of each by one. One rises by $2.85\times10^{-6}$ and the other falls by the same amount. The sum stays at $-8.64\times10^{-6}$.

\section{The correct statement}

Define the on-shell vertex by
\[
\Gamma^\mu=\gamma^\mu F_1(q^2)+\frac{i\sigma^{\mu\nu}q_\nu}{2m}F_2(q^2),\qquad
G_E=F_1+\frac{q^2}{4m^2}F_2 .
\]
At first order in $\alpha$, for $\lambda\ll m$,
\begin{equation}
F_1'(0)=\frac{\alpha}{3\pi m^2}\left[\ln\frac m\lambda-\frac38\right],\quad
F_2(0)=\frac{\alpha}{2\pi},\quad
G_E'(0)=\frac{\alpha}{3\pi m^2}\ln\frac m\lambda . \label{result}
\end{equation}
The formal radius squared, $6G_E'(0)=(2\alpha/\pi m^2)\ln(m/\lambda)$, has no limit as $\lambda\to0$. For $\lambda/m=10^{-4},10^{-6},10^{-8}$ the formal radius is $79.9$, $97.8$ and $113.0$ fm. This does not describe a large extended object: the $\ln(1/\lambda)$ in $2Q^2G_E'(0)$ has the same coefficient as the one in the emission probability \eqref{soft}, so the divergence counts elastic events lost to soft radiation when the velocity changes. A finite radius can still be defined by a convention for removing the logarithm, but its value then belongs to the convention.

\section{Proof: the loop}

\subsection*{Denominator and numerator}

Let $k$ and $k'=k+q$ be the internal electron momenta. The factors $(-i)(-ie)^2i^2=-ie^2$ multiply
\[
\gamma^\nu(\slashed k'+m)\gamma^\mu(\slashed k+m)\gamma_\nu
=-2\left[\slashed k\gamma^\mu\slashed k'+m^2\gamma^\mu-2m(k+k')^\mu\right].
\]
Hence the correction is $2ie^2\int d^4k/(2\pi)^4$ of the bracket over the three denominators. Combine these with Feynman parameters $x,y,z$ for $k^2-m^2$, $k'^2-m^2$ and $(k-p)^2-\lambda^2$, where $x+y+z=1$. This gives $2/(\ell^2-D)^3$ with $\ell=k+yq-zp$. Since $p'^2=m^2$ implies $2p\cdot q=-q^2$,
\begin{align*}
D&=(yq-zp)^2-yq^2-zm^2+(1-z)m^2+z\lambda^2\\
&=(1-z)^2m^2+z\lambda^2-xyq^2 ,
\end{align*}
because the coefficient of $q^2$ is $y(y+z-1)=-xy$.

Terms odd in $\ell$ vanish, and $\ell^\alpha\ell^\beta\to g^{\alpha\beta}\ell^2/4$ turns $\slashed\ell\gamma^\mu\slashed\ell$ into $-\frac12\ell^2\gamma^\mu$. In the rest, $k=zp-yq=zp'-(1-x)q$ and $k'=zp+(1-y)q$. The Dirac equation lets $\slashed p'$ on the left and $\slashed p$ on the right become $m$, so $\slashed k\gamma^\mu\slashed k'$ becomes
\[
[zm-(1-x)\slashed q]\gamma^\mu[zm+(1-y)\slashed q].
\]
Between the spinors,
\begin{align*}
\slashed q\gamma^\mu\slashed q&=-q^2\gamma^\mu,\\
\gamma^\mu\slashed q&=2p'^\mu-2m\gamma^\mu,\qquad
\slashed q\gamma^\mu=2m\gamma^\mu-2p^\mu .
\end{align*}
$D$ is symmetric in $x,y$, so in the linear terms $1-x$ and $1-y$ may each be replaced by their mean, $(1+z)/2$. The product becomes
\[
\gamma^\mu[z^2m^2+(1-x)(1-y)q^2]+mz(1+z)[(p+p')^\mu-2m\gamma^\mu].
\]
Likewise $k+k'=2zp+(1-2y)q\to z(p+p')$. The full bracket is
\[
\gamma^\mu\left[-\tfrac12\ell^2+(1-x)(1-y)q^2+(1-2z-z^2)m^2\right]+mz(z-1)(p+p')^\mu .
\]
The Gordon identity $(p+p')^\mu=2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$ changes the mass term to $(1-4z+z^2)m^2$. It also gives $i\sigma^{\mu\nu}q_\nu/(2m)$ the coefficient $2m^2z(1-z)$.

\subsection*{Momentum integral}

Put $\ell^0=i\ell_E^0$. Then
\[
\int\!\frac{d^4\ell}{(2\pi)^4}\frac1{(\ell^2-D)^3}
=-\frac{i}{8\pi^2}\int_0^\infty\!\frac{\ell_E^3\,d\ell_E}{(\ell_E^2+D)^3}=-\frac{i}{32\pi^2D}.
\]
Multiplied by $4ie^2$, this is $\alpha/(2\pi D)$. The $\ell^2$ term diverges logarithmically at large $\ell$. A heavy-photon subtraction makes the manipulations legitimate, and its effect on the slope vanishes as the heavy mass grows. Fixing the physical charge sets $F_1(0)=1$, so only a difference is needed:
\[
\int_0^\infty\!\ell_E^5\left[\frac1{(\ell_E^2+D)^3}-\frac1{(\ell_E^2+D_0)^3}\right]d\ell_E=\frac12\ln\frac{D_0}{D},
\]
where $D_0=D(q^2=0)$. Its prefactor is $4ie^2(-i/8\pi^2)(1/2)=\alpha/\pi$. Therefore
\begin{align*}
F_1(q^2)-1=\frac{\alpha}{2\pi}\int\!dx\,dy\,dz\,&\delta(1-x-y-z)\Big[\ln\frac{D_0}{D}-\frac{(1-4z+z^2)m^2}{D_0}\\
&+\frac{(1-x)(1-y)q^2+(1-4z+z^2)m^2}{D}\Big].
\end{align*}

\subsection*{Slope}

Set $m=1$ and differentiate at $q^2=0$, using $\partial D/\partial q^2=-xy$. The integrand is
\[
\frac{xy+(1-x)(1-y)}{D_0}+\frac{(1-4z+z^2)xy}{D_0^2}.
\]
Let $s=x+y=1-z$. At fixed $s$, $\int xy\,dx=s^3/6$ and $\int(1-x)(1-y)dx=s(1-s)+s^3/6$, while $1-4z+z^2=s^2+2s-2$. Thus
\[
F_1'(0)=\frac\alpha{2\pi}\int_0^1\!ds\left[\frac{s^3/3+s(1-s)}{D_0}+\frac{(s^2+2s-2)s^3}{6D_0^2}\right],
\]
with $D_0=s^2+\lambda^2(1-s)$. The terms $s/D_0-s^3/(3D_0^2)$ are singular at small $s$; there $D_0\simeq s^2+\lambda^2$. With $L=\ln(1/\lambda)$,
\[
\int_0^1\!\frac{s\,ds}{s^2+\lambda^2}\to L,\qquad
\int_0^1\!\frac{s^3ds}{(s^2+\lambda^2)^2}\to L-\frac12 .
\]
In all other terms $D_0\to s^2$, and they give $\int_0^1(s/2-2/3)ds=-5/12$. The total is
\[
L-\frac13\left(L-\frac12\right)-\frac5{12}=\frac23\left(L-\frac38\right),
\]
which proves the first part of \eqref{result}. The range $\lambda\ll s\ll1$, where the integrand goes as $1/s$ and the photon carries nearly all the parameter weight, supplies the logarithm, and $s\sim\lambda$ cuts it off. For the magnetic term,
\[
F_2(0)=\frac{\alpha}{2\pi}\int_0^1\!s\,\frac{2s(1-s)}{s^2}\,ds=\frac{\alpha}{2\pi}.
\]
Adding $F_2(0)/(4m^2)=(\alpha/3\pi m^2)(3/8)$ to the $F_1$ slope cancels $-3/8$ and gives $G_E'(0)$.

\section{What scattering measures}

For slow electrons the spinor is $u\simeq\sqrt{2m}\,(\chi,\boldsymbol\sigma\cdot\mathbf p\,\chi/2m)$. Since $i\sigma^{0\nu}q_\nu=\gamma^0\boldsymbol\gamma\cdot\mathbf q$, the $F_2$ part of the charge amplitude, divided by $2m$, is
\begin{align}
&\frac{F_2}{4m^2}\chi'^\dagger\left[(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf q)\right]\chi\notag\\
&\qquad=\frac{F_2}{4m^2}\chi'^\dagger\left[-Q^2+2i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)\right]\chi . \label{spin}
\end{align}
The first term combines with $F_1$ into $G_E$. The second has zero spin trace and drops from the unpolarized rate at this order. The vertex correction to the elastic rate is thus $-2Q^2G_E'(0)$; vacuum polarization, which enters at the same order but modifies the potential and does not depend on $\lambda$, is left out. Adding \eqref{soft},
\begin{equation}
-2Q^2G_E'(0)+B=-\frac{2\alpha Q^2}{3\pi m^2}\left[\ln\frac m{2\Delta E}+\frac56\right]. \label{inclusive}
\end{equation}
The photon mass has gone, and the detector resolution has taken its place. The formula assumes a weak potential, a slow electron (speed far below $c$, hence $Q\ll m$), and $\Delta E$ far below the electron's kinetic energy. If $\Delta E$ is made so small that $(\alpha Q^2/m^2)\ln(m/\Delta E)$ is no longer small, first order in $\alpha$ fails.

In the example the kinetic energy for back-scattering is $Q^2/8m=5\times10^{-5}m$, well above $\Delta E$. The bracket is $13.956$ and the correction is $-8.644\times10^{-6}$. Equating it to $-Q^2r^2/3$ gives, with $1/m=386.159$ fm,
\[
r=386.159\ \mathrm{fm}\,\sqrt{\frac{2\alpha}{\pi}\times13.956}\simeq98.3\ \mathrm{fm}.
\]
Another $\Delta E$ would give another $r$. These digits are those of \eqref{inclusive}. Terms of order $\Delta E$ over the kinetic energy, here $0.02$, depend on the potential: for a short-range one they move the bracket to $13.976$ and $r$ to $98.4$ fm. The speed is $0.01c$, where the Coulomb field of a proton has $\alpha/v=0.73$ and is not weak, so the example does not describe scattering from a proton.

\section{What an atom measures}

In hydrogen, binding cuts off the logarithm. Work to leading order in small $\alpha$, where $\lambda$ can be chosen well above the atomic energies $m\alpha^2$ and well below the atomic momenta $m\alpha$. The massive photon then acts through the local vertex, and the difference between massless and massive exchange involves soft photons alone.

For a state $n$, let $\Delta_j=E_j-E_n$. Second-order perturbation theory gives
\[
\delta E=-e^2\!\int\!\frac{d^3k}{(2\pi)^32\omega}\sum_j\frac{|\langle j|\mathbf v e^{i\mathbf k\cdot\mathbf r}|n\rangle|^2-|\langle j|e^{i\mathbf k\cdot\mathbf r}|n\rangle|^2}{\omega+\Delta_j},
\]
the opposite signs being those of $-g_{\mu\nu}$. In the vector part set $e^{i\mathbf k\cdot\mathbf r}\to1$ and subtract the free-electron term $1/\omega$, which renormalizes the mass. What remains is $-\Delta_j/[\omega(\omega+\Delta_j)]$. In the scalar part use
\[
\frac1{\omega+\Delta}=\frac1\omega-\frac\Delta{\omega^2}+\frac{\Delta^2}{\omega^3}-\frac{\Delta^3}{\omega^3(\omega+\Delta)} .
\]
By completeness the first two terms give constants, $1$ and $k^2/2m$ being their sums. The third gives $\langle(\mathbf k\cdot\mathbf v)^2\rangle+k^4/4m^2$, again a mass renormalization plus a constant. In the last, $e^{i\mathbf k\cdot\mathbf r}\to1+i\mathbf k\cdot\mathbf r$ and $|\mathbf v_{jn}|=|\Delta_j\mathbf r_{jn}|$. After the angular average,
\[
\delta E=\frac\alpha\pi\sum_j|\mathbf v_{jn}|^2\Delta_j\int\!\frac{k^2dk}{\omega^2(\omega+\Delta_j)}\left(1-\frac{k^2}{3\omega^2}\right).
\]
Up to $K\gg\lambda$, the massless integral is $\frac23\ln(K/\Delta_j)$. For $\lambda\gg\Delta_j$ the massive one is that of \eqref{soft}, $\frac23[\ln(2K/\lambda)-\frac56]$. The difference, free of $K$, is
\begin{equation}
\frac{2\alpha}{3\pi m^2}\sum_j|\mathbf p_{jn}|^2\Delta_j\left[\ln\frac{\lambda}{2|\Delta_j|}+\frac56\right], \label{low}
\end{equation}
where $|\Delta_j|$ covers lower states, for which the real part is taken. The sum also contains high states with $\Delta_j\gtrsim\lambda$, for which the massive integral is not the one used here. Their effect vanishes as $\lambda/m\alpha^2\to\infty$ and is dropped at leading order, though only slowly: at the physical $\alpha$ no choice of $\lambda$ between the two scales makes it negligible, so \eqref{low} is to be read as a limit.

The vertex multiplies the potential by $1-Q^2G_E'(0)$, so $\delta V=G_E'(0)\nabla^2V$. For $V=-\alpha/r$ this shifts the energy by $4\pi\alpha|\psi(0)|^2G_E'(0)$. The weights in \eqref{low} obey
\[
\sum_j|\mathbf p_{jn}|^2\Delta_j=\tfrac12\langle[\mathbf p,[H,\mathbf p]]\rangle=\tfrac12\langle\nabla^2V\rangle=2\pi\alpha|\psi(0)|^2 .
\]
The coefficients of $\ln(m/\lambda)$ and $\ln\lambda$ therefore match, and their sum is $\ln(m/2|\Delta_j|)+\frac56$. This is the bracket of \eqref{inclusive}, with excitation energy in place of detector resolution.

Define the Bethe logarithm, with $R=m\alpha^2/2$, by
\[
\ln k_0(n)=\frac{\sum_j|\mathbf p_{jn}|^2\Delta_j\ln(|\Delta_j|/R)}{2\pi\alpha|\psi_{2S}(0)|^2}
\]
for both $n=2$ states. Since $m/(2\Delta)=\alpha^{-2}R/\Delta$ and $|\psi_{2S}(0)|^2=(m\alpha)^3/8\pi$, the 2S shift is
\[
\delta E_{2S}=\frac{\alpha^5m}{6\pi}\left[\ln\alpha^{-2}-\ln k_0(2S)+\frac56\right].
\]
For 2P the weights sum to zero, leaving $-\ln k_0(2P)$. The spin term of \eqref{spin} adds $(F_2/m^2)(V'/r)\,\mathbf L\cdot\mathbf S$. With $V'=\alpha/r^2$, $\langle r^{-3}\rangle=(m\alpha)^3/24$ and $\mathbf L\cdot\mathbf S=-1$ for $2P_{1/2}$, it equals $-\alpha^5m/48\pi$, or $-1/8$ in the bracket.

Diagonalizing the hydrogen Hamiltonian gives $\ln k_0(2S)=2.812$ and $\ln k_0(2P)=-0.030$. The brackets are
\begin{align*}
2S&:\quad 9.8405-2.8118+0.8333=7.862,\\
2P_{1/2}&:\quad 0.0300-0.1250=-0.095 .
\end{align*}
With $\alpha^5mc^2/(6\pi h)=135.64$ MHz the shifts are $1066$ and $-13$ MHz. Their splitting is $1079$ MHz, or $4.46\ \mu$eV. This is the electron-vertex part for a fixed point nucleus. Vacuum polarization, recoil, nuclear size and higher orders in $\alpha$ are left out.

Read as a radius, the 2S bracket corresponds to $73.8$ fm, against $98.3$ fm in the scattering example. The same vertex gives both numbers; they differ because the infrared logarithm ends at different energies. The numerical check checks the loop slope, the emission formula and the cancellation of $\lambda$ in both settings.

\section*{Calculated quantities}
\begin{verbatim}
fine-structure constant alpha = 0.007297353
reduced Compton length = 386.159 fm
F2(0)/(alpha/2pi), lam=1e-7 m = 1.000000
Slopes in units alpha/(3 pi m^2); formal radius in fm
lam/m=1e-04: F1 slope=8.8355, GE slope=9.2104, radius=79.88 fm
lam/m=1e-06: F1 slope=13.4405, GE slope=13.8155, radius=97.83 fm
lam/m=1e-08: F1 slope=18.0457, GE slope=18.4207, radius=112.96 fm
Scattering: Q/m = 0.02, dE/m = 1e-06
kinetic energy/m for back-scattering = 5.0e-05
lam/m=1e-08: virtual=-1.1410e-05, real=2.7656e-06, sum=-8.6446e-06
lam/m=1e-10: virtual=-1.4263e-05, real=5.6179e-06, sum=-8.6448e-06
scattering bracket ln(m/2dE)+5/6 = 13.9557
inclusive correction from formula = -8.6444e-06
effective radius, scattering = 98.33 fm
Binding test: Delta/m = 1e-11
lam/m=1e-05: vertex=11.5129, exchange=13.9557, sum=25.4686
lam/m=1e-06: vertex=13.8155, exchange=11.6531, sum=25.4686
binding formula ln(m/2Delta)+5/6 = 25.4686
2S momentum sum = 0.250000 atomic units
2pi|psi_2S(0)|^2 = 0.250000 atomic units
2P momentum sum = 0.000000 atomic units
Bethe logarithm 2S = 2.8117
Bethe logarithm 2P = -0.0300
2S change with second basis = 9.4e-05
ln(alpha^-2) = 9.8405
2P1/2 spin-orbit term = -0.1250
2S bracket = 7.8621
2P1/2 bracket = -0.0950
alpha^5 m c^2/(6 pi h) = 135.644 MHz
2S vertex shift = 1066.4 MHz
2P1/2 vertex shift = -12.9 MHz
2S-2P1/2 vertex splitting = 1079.3 MHz
same splitting = 4.464 micro-eV
effective radius, 2S binding = 73.80 fm
\end{verbatim}
